\section*{Merz's Law from a Cylindrical Domain Nucleus in a Ferroelectric Film, part 1}

(Sections cited here and not found follow in the second part.)

\section{The barrier of a spanning domain}

Anyone who extrapolates switching times of a ferroelectric film from the fields where they were measured to the fields where a device will work must decide which function of the field to plot. If the logarithm of the rate is taken as linear in $1/E$, the slope is an activation field, and it can be turned into a domain-wall energy. If the barrier of the actual nucleus depends on the field in another way, the same slope has no such meaning, and the extrapolation can be wrong by orders of magnitude. For a reversed cylinder that reaches from one electrode to the other, the linear plot is correct up to a slowly varying prefactor, under conditions that can be given numbers.

Consider a film of thickness $d$ between two electrodes held at a fixed voltage $V$. Let the $z$ axis be normal to the film and point along the applied field, whose magnitude is $E=V/d$. The film starts with polarization $P_z=-P$, where $P>0$ is the spontaneous polarization, and the field favours $P_z=+P$. The electrodes are ideal: they supply whatever charge is needed to keep their surfaces at constant potential, and there is no dead layer between them and the film. The nucleus is a straight cylinder of radius $r$, with $P_z=+P$ inside, spanning the whole thickness.

The field remains uniform when this cylinder is present. Bound charge has density $-\nabla\cdot\mathbf P$, and a polarization that points along $z$ and varies only sideways has zero divergence. Charge appears only where the polarization ends at the electrodes, and there the ideal metal compensates it. The field $E\hat{\mathbf z}$ therefore satisfies the electrostatic equations and the voltage condition both inside and outside the cylinder, and in its wall.

The energy to use at fixed voltage includes the work done by the source. Let $f(P_z)$ be the free energy per volume of the polarized material, even in $P_z$, with minima at $\pm P$. The field adds $\varepsilon_0E^2/2$. The source moves a charge $\varepsilon_0E+P_z$ per electrode area through the voltage $Ed$, which per film volume is work $E(\varepsilon_0E+P_z)$. Subtracting this work gives
\begin{equation}
g=f(P_z)+\frac{\varepsilon_0E^2}{2}-E(\varepsilon_0E+P_z)
 =f(P_z)-EP_z-\frac{\varepsilon_0E^2}{2}.
\end{equation}
In each well the polarization relaxes to a value $p_\pm(E)$ at which $\partial g/\partial P_z=0$. The change of $p_\pm$ with field then does not contribute to the first derivative of the minimum energy, so that
\begin{equation}
\frac{dg_\pm}{dE}=-p_\pm(E)-\varepsilon_0E .
\end{equation}
The two wells are degenerate at $E=0$. Because $f$ is even, $p_-(E)=-p_+(-E)$, and hence
\begin{equation}
g_--g_+=\int_0^E\left[p_+(E')+p_+(-E')\right]dE'=2PE+O(E^3).
\end{equation}
The part of $p_+$ linear in the field cancels from the sum. This is why the ordinary dielectric response does not enter the driving energy at leading order. Reversing a volume $\pi r^2d$ lowers the energy by $2PE\,\pi r^2d$.

Against this gain stands the wall. Let $\sigma$ be its energy per area, assumed independent of field and of curvature. The side area is $2\pi rd$, and the ends contribute nothing as long as the two polarization directions have the same interface energy at each electrode. The energy of the nucleus relative to the uniform film is
\begin{equation}
U(r)=2\pi\sigma rd-2\pi PEd\,r^2 .
\label{energy}
\end{equation}
Its derivative is $2\pi\sigma d-4\pi PEd\,r$, which vanishes at
\begin{equation}
r^*=\frac{\sigma}{2PE}.
\end{equation}
Since $\sigma=2PEr^*$, the first term of Eq.~(\ref{energy}) equals $4\pi PEd\,r^*r$, and completing the square gives
\begin{align}
U(r)&=-2\pi PEd\left(r^2-2r^*r\right)\nonumber\\
&=2\pi PEd\,r^{*2}-2\pi PEd\,(r-r^*)^2 .
\end{align}
The stationary point is therefore a maximum, and its height is
\begin{equation}
U^*=2\pi PEd\,\frac{\sigma^2}{4P^2E^2}
=\frac{\pi\sigma^2d}{2PE}=\pi\sigma d\,r^* .
\label{barrier}
\end{equation}
A domain smaller than $r^*$ lowers its energy by shrinking, and a larger one by growing. At $r=2r^*$ the field energy has repaid the whole cost of the wall. The last form of Eq.~(\ref{barrier}) shows where the field dependence comes from: the wall energy per unit radius is fixed by the film thickness, and the radius at which the field takes over varies as $1/E$.

The power of the field is thus a matter of dimension. A closed sphere inside the material, with its depolarization energy left out, would have energy $4\pi\sigma r^2-(8\pi/3)PEr^3$. The derivative $8\pi\sigma r-8\pi PEr^2$ vanishes at $r=\sigma/(PE)$, and the barrier is
\begin{equation}
U_{\rm sphere}=\left(4\pi-\frac{8\pi}{3}\right)\frac{\sigma^3}{P^2E^2}
=\frac{4\pi\sigma^3}{3P^2E^2}.
\end{equation}
It varies as $1/E^2$. Spanning the film removes one direction in which the nucleus could scale with the field, and leaves a two-dimensional droplet with line energy $\sigma d$. Direct numerical maximization of the two energies gives field exponents of $-1.0000$ and $-2.0000$.

The circular section is not essential to the $1/E$ law. Take any fixed sectional shape of linear size $L$, with wall energy $c_1Ld$ and area $c_2L^2$, where $c_1$ may contain wall energies that depend on direction. Then $U=c_1Ld-2PEc_2L^2d$, the maximum lies at $L=c_1/(4PEc_2)$, and its height $c_1^2d/(8PEc_2)$ is again inversely proportional to $E$. For a wall energy independent of direction, the circle has the smallest perimeter at given area, so among spanning prisms it offers the lowest pass.

A rectangle shows the size of the shape factor. Let its sides be $x$ and $y$, let the walls of length $y$ have energy $\sigma_1$ and those of length $x$ have energy $\sigma_2$. Then
\begin{equation}
U=2d(\sigma_1y+\sigma_2x)-2PEd\,xy .
\end{equation}
Setting the derivative with respect to $x$ to zero gives $y=\sigma_2/(PE)$, and the derivative with respect to $y$ gives $x=\sigma_1/(PE)$. Insertion yields
\begin{equation}
U^*_{\rm rect}=\frac{4d\sigma_1\sigma_2}{PE}-\frac{2d\sigma_1\sigma_2}{PE}
=\frac{2d\sigma_1\sigma_2}{PE}.
\end{equation}
With $\sigma_1=2\sigma$ and $\sigma_2=\sigma/2$ the product is $\sigma^2$, and the barrier exceeds that of the cylinder by the factor $4/\pi=1.27$. A wall energy deduced from a measured slope is therefore an effective one: it contains the unknown shape as well as the material.

Equation (\ref{barrier}) also treats the wall as a surface without thickness. A real wall has a profile, and it is bent around the nucleus and tilted by the field. The quartic Landau energy with a gradient term gives a definite estimate of what this changes:
\begin{equation}
f=-\frac{\alpha}{2}P_z^2+\frac{\beta}{4}P_z^4+\frac{\gamma}{2}|\nabla P_z|^2,
\qquad P^2=\frac{\alpha}{\beta}.
\end{equation}
Write $P_z=Pp$, measure length in units of $\xi=\sqrt{\gamma/\alpha}$ and energy density in units of $\alpha P^2$, and let $e=E/(\alpha P)$. Up to a constant, the density becomes $(p^2-1)^2/4-ep+|\nabla p|^2/2$. A round critical nucleus is a stationary point of the total energy, so with reduced radius $\rho$ it obeys
\begin{equation}
-p''-\frac{p'}{\rho}+p^3-p-e=0 .
\label{droplet}
\end{equation}

For a weak field the wall lies at a large radius $R$. Put $\rho=R+x$ and expand
\begin{equation}
p=p_0+ep_1+e^2p_2+\dots,\qquad \frac1R=e\kappa_1+e^2\kappa_2+\dots,
\end{equation}
together with $1/\rho=1/R-x/R^2+\dots$. At zeroth order $p_0''=p_0^3-p_0$, whose solution with the reversed state inside is $p_0=-\tanh(x/\sqrt2)$. Multiplying the equation by $p_0'$ and integrating gives $p_0'^2/2=(p_0^2-1)^2/4$. The gradient and well energies are equal at every point of the wall, and the reduced wall energy is
\begin{equation}
s=\int p_0'^2\,dx=\int_{-1}^{1}\frac{1-p^2}{\sqrt2}\,dp=\frac{2\sqrt2}{3}.
\end{equation}
In ordinary units $\sigma=s\,\alpha P^2\xi$.

At first order, with the operator $\mathcal L=-d^2/dx^2+3p_0^2-1$, Eq.~(\ref{droplet}) gives
\begin{equation}
\mathcal Lp_1=1+\kappa_1p_0' .
\end{equation}
Differentiating the zeroth-order equation shows that $\mathcal Lp_0'=0$. Multiplication by $p_0'$ and integration by parts therefore remove the left side. On the right, $\int p_0'dx=-2$, so $0=-2+\kappa_1s$ and $\kappa_1=2/s$. This is $R=s/(2e)$, the sharp-wall radius. Since $p_0'=-\frac{1}{\sqrt2}\,{\rm sech}^2(x/\sqrt2)$ and $\kappa_1=3/\sqrt2$, the right side equals $1-\frac32{\rm sech}^2(x/\sqrt2)$. Acting with $\mathcal L$ on the constant $\frac12$ gives the same expression, so $p_1=\frac12$ is a solution. A multiple of $p_0'$ could be added, but it would only displace the wall, and it is excluded by letting $R$ mark the position of the wall. To this order the field shifts the whole profile and leaves its slope unchanged.

At second order,
\begin{equation}
\mathcal Lp_2=-\frac34p_0-\kappa_1^2\,x\,p_0'+\kappa_2p_0' .
\end{equation}
Multiply again by the even function $p_0'$ and integrate. The first two terms on the right are odd and drop out, which leaves $\kappa_2s=0$. The radius thus has no relative correction of order $e$.

The barrier follows from a scaling argument. If the droplet is stretched to $p(\rho/\lambda)$, its gradient energy in two dimensions does not change, while the rest of its energy relative to the uniform film is multiplied by $\lambda^2$. At a stationary point the derivative with respect to $\lambda$ must vanish, so that remaining part is zero and the reduced barrier per thickness is
\begin{equation}
B=\pi\int\rho\,p'^2d\rho=\pi Rs\left[1+O(e^2)\right]
=\frac{\pi s^2}{2e}\left[1+O(e^2)\right].
\end{equation}
Here $\int x\,p_0'^2dx=0$ by symmetry. This is Eq.~(\ref{barrier}) in reduced units, and its relative error is of second order in the field. Numerical solution of Eq.~(\ref{droplet}) gives relative errors of $0.0081$ at $e=0.04$ and $0.0328$ at $e=0.08$. Doubling the field multiplies the error by about four, as the expansion requires.

One assumption remains in the energetics: that the nucleus can reach both electrodes without first passing a higher barrier. A reversed column that starts at one electrode and stops inside the film carries a disc of bound charge $2P$ per area at its free end. To find its energy, build up a uniform disc of charge density $q$ in a medium of permittivity $\varepsilon$. From a point on the edge of a disc of radius $r'$, the integral of area divided by distance is the integral of chord length over angle, $\int_{-\pi/2}^{\pi/2}2r'\cos\theta\,d\theta=4r'$. The edge potential is $4qr'/(4\pi\varepsilon)$, and adding rings of charge up to radius $r$ costs
\begin{equation}
W=\int_0^r\frac{qr'}{\pi\varepsilon}\,2\pi qr'\,dr'=\frac{2q^2r^3}{3\varepsilon}
=\frac{8P^2r^3}{3\varepsilon_0\varepsilon_f}
\qquad(q=2P),
\label{cap}
\end{equation}
where $\varepsilon_f$ is the relative permittivity of the film. The cubic growth with radius decides the route. A broad domain pushing through the film pays a large end energy, whereas a thin column pays little, reaches the far electrode, loses its end charge there, and can then widen. For the spanning cylinder to give the controlling barrier, two conditions must hold. A single thin column must cost no more than about the thermal energy in end charge, and the end charge of a broad domain must be large enough to make a short nucleus, closed inside the film, more costly than the cylinder. If the permittivity is so high that end charge costs almost nothing, a hemispherical cap on one electrode has half the barrier of the sphere, which is $8r^*/(3d)$ times that of the cylinder. The second condition then fails in any film thicker than $8r^*/3$. Equation (\ref{cap}) is for an isolated end in a bulk medium and leaves out the attraction of the electrode and any lattice barrier within the column.

For a domain that spans the film between ideal electrodes, the nucleation barrier varies as $1/E$, and in the Landau model the finite width of the wall corrects it only at second order in the field. It remains to derive the rate at which nuclei cross this barrier, and to find the conditions under which that rate gives the switching time.

Numbers in the example were calculated in double precision.
